\section*{Scalar and Vector Stark-Induced Amplitudes Between s States}

\section{The amplitude in a static field}

\textbf{Q.} An electric-dipole operator changes parity, and $ns$ and $n's$ have the same parity. How can there be an electric-dipole amplitude between them at all?

\textbf{A.} A static field $\mathbf E$ removes parity as a good quantum number and mixes $p$ states into both levels. I take one valence electron outside a closed, inert core, with a rotationally invariant and time-reversal-invariant Hamiltonian. In Hartree atomic units the electron has charge $-1$, so $\mathbf d=-\mathbf r$ and the static perturbation is
\begin{equation}
V=-\mathbf d\cdot\mathbf E=+\mathbf r\cdot\mathbf E .
\end{equation}
Let $i=ns$ and $f=n's$ have energies $E_i$ and $E_f$, and let $h$ be the field-free Hamiltonian in the $p$ space. With $G(W)=(W-h)^{-1}$, the states to first order are
\begin{align}
|\tilde i\rangle&=|i\rangle+G(E_i)\,\mathbf r\cdot\mathbf E\,|i\rangle,\\
\langle\tilde f|&=\langle f|+\langle f|\,\mathbf r\cdot\mathbf E\,G(E_f).
\end{align}
Changes of normalization are of second order. Light of polarization $\boldsymbol\epsilon$ couples through $\mathbf d\cdot\boldsymbol\epsilon=-\mathbf r\cdot\boldsymbol\epsilon$. The term without $\mathbf E$ vanishes by parity, and the terms linear in $\mathbf E$ are
\begin{equation}
\mathcal A=-\langle f|\mathbf r\cdot\boldsymbol\epsilon\,G(E_i)\,\mathbf r\cdot\mathbf E|i\rangle
-\langle f|\mathbf r\cdot\mathbf E\,G(E_f)\,\mathbf r\cdot\boldsymbol\epsilon|i\rangle .
\label{eq:amp}
\end{equation}
The spin states have not been chosen yet, so $\mathcal A$ is a $2\times2$ matrix in spin space, with rows for the final spin and columns for the initial spin.

\textbf{Q.} When does this expansion fail?

\textbf{A.} It fails when a $p$ level lies so close to either $s$ level that the mixing is no longer small. The measure of this mixing is the matrix element of $\mathbf r\cdot\mathbf E$ divided by the energy gap. Small $s$--$p$ mixing is not always enough: the field also couples $s$ to $d$ levels in second order, through the $p$ states, and a $d$ level almost degenerate with an $s$ level can then mix strongly with it. Nonrelativistic hydrogen, where $ns$ and $np$ are degenerate for $n\geq2$, needs degenerate perturbation theory instead.

\section{What the spin can do}

\textbf{Q.} Neither $\mathbf r\cdot\mathbf E$ nor $\mathbf r\cdot\boldsymbol\epsilon$ contains spin, and an $s$ state has no orbital angular momentum. Where could a spin-dependent amplitude come from?

\textbf{A.} It can come from the intermediate $p$ states, in which spin and orbit combine to $j=1/2$ or $j=3/2$. To separate the two values, use
\begin{equation}
\mathbf L\cdot\boldsymbol\sigma=2\mathbf L\cdot\mathbf S=j(j+1)-2-\tfrac34 ,
\end{equation}
which equals $-2$ for $j=1/2$ and $+1$ for $j=3/2$. The operators that give one on the wanted value and zero on the other are therefore
\begin{equation}
P_{1/2}=\frac{1-\mathbf L\cdot\boldsymbol\sigma}{3},\qquad
P_{3/2}=\frac{2+\mathbf L\cdot\boldsymbol\sigma}{3}.
\end{equation}

Now write $\mathbf r=r\mathbf n$ and let $\langle\cdots\rangle_s$ be the angular average over the isotropic $s$ function. Since $\langle n_kn_l\rangle_s=\delta_{kl}/3$, two fixed vectors $\mathbf a,\mathbf b$ give
\begin{equation}
\langle(\mathbf a\cdot\mathbf n)(\mathbf b\cdot\mathbf n)\rangle_s=\tfrac13\,\mathbf a\cdot\mathbf b .
\end{equation}
With $\mathbf L=-i\mathbf r\times\nabla$ and $\nabla(\mathbf b\cdot\mathbf r)=\mathbf b$, one has $\mathbf L(\mathbf b\cdot\mathbf n)=-i\,\mathbf n\times\mathbf b$, because $\mathbf L$ does not act on $r$. Hence
\begin{equation}
\langle(\mathbf a\cdot\mathbf n)\,\mathbf L\,(\mathbf b\cdot\mathbf n)\rangle_s=-\tfrac{i}{3}\,\mathbf a\times\mathbf b .
\end{equation}
Inserting the projectors between the two dipole factors gives
\begin{align}
T_{1/2}(\mathbf a,\mathbf b)&=\tfrac19\left[\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)\right],\\
T_{3/2}(\mathbf a,\mathbf b)&=\tfrac19\left[2\,\mathbf a\cdot\mathbf b-i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)\right].
\end{align}

\textbf{Q.} Each $s$ level is a spin doublet. Was it legitimate to use nondegenerate perturbation theory for it?

\textbf{A.} Yes. The field has no matrix element within the doublet, by parity. Its second-order action there contains $T_j(\mathbf E,\mathbf E)$, and $\mathbf E\times\mathbf E=0$ leaves a multiple of the unit matrix. The field thus selects no spin direction at this order, and any pair of spin states may be used.

\section{The two polarizabilities}

\textbf{Q.} Then assemble the amplitude, and keep track of the order of the vectors.

\textbf{A.} Let the radial functions be real, and define
\begin{equation}
R_j(W)=\sum_k\frac{\langle f|r|kp_j\rangle\langle kp_j|r|i\rangle}{W-E_{kj}} ,
\end{equation}
where the matrix elements are radial integrals and the sum includes the continuum. In the first term of (\ref{eq:amp}) the light acts on the left, which gives $T_j(\boldsymbol\epsilon,\mathbf E)$. In the second term the static field acts on the left:
\begin{equation}
\mathcal A=-\sum_j\left[R_j(E_i)T_j(\boldsymbol\epsilon,\mathbf E)+R_j(E_f)T_j(\mathbf E,\boldsymbol\epsilon)\right].
\end{equation}
Put $D=\mathbf E\cdot\boldsymbol\epsilon$ and $X=i\boldsymbol\sigma\cdot(\mathbf E\times\boldsymbol\epsilon)$. Exchanging the vectors changes the sign of $X$ but not of $D$, so
\begin{align}
\mathcal A=-\tfrac19\bigl[&R_{1/2}(E_i)(D-X)+R_{3/2}(E_i)(2D+X)\nonumber\\
&+R_{1/2}(E_f)(D+X)+R_{3/2}(E_f)(2D-X)\bigr].
\end{align}
Collecting the coefficients of $D$ and $X$ yields
\begin{equation}
\mathcal A=\alpha\,\mathbf E\cdot\boldsymbol\epsilon+i\beta\,\boldsymbol\sigma\cdot(\mathbf E\times\boldsymbol\epsilon),
\label{eq:ab}
\end{equation}
with
\begin{align}
\alpha&=-\tfrac19\left[R_{1/2}(E_i)+R_{1/2}(E_f)+2R_{3/2}(E_i)+2R_{3/2}(E_f)\right],\\
\beta&=\tfrac19\left[R_{1/2}(E_i)-R_{3/2}(E_i)-R_{1/2}(E_f)+R_{3/2}(E_f)\right].
\label{eq:beta}
\end{align}
The sign of $\beta$ belongs to the order $\mathbf E\times\boldsymbol\epsilon$ in (\ref{eq:ab}). Reversing the phase of one $s$ function changes the signs of $\alpha$ and $\beta$ together, so their ratio is unaffected.

\textbf{Q.} What distinguishes the two parts physically?

\textbf{A.} For $\boldsymbol\epsilon\parallel\mathbf E$ the cross product vanishes, and the amplitude is $\alpha E$ times the unit spin matrix. For $\mathbf E$ along $z$ and $\boldsymbol\epsilon$ along $x$, the scalar part vanishes and
\begin{equation}
\mathcal A=i\beta E\sigma_y=\beta E\begin{pmatrix}0&1\\-1&0\end{pmatrix}.
\end{equation}
With spin quantized along $\mathbf E$, this is a spin flip. With spin quantized along $\mathbf E\times\boldsymbol\epsilon$, the same matrix is diagonal, with entries $\pm i\beta E$. The vector part is thus a spin rotation, and whether it appears as a flip depends on the axis.

For unpolarized initial spin and real $\boldsymbol\epsilon$, write $a=\alpha\,\mathbf E\cdot\boldsymbol\epsilon$ and $\mathbf b=\beta\,\mathbf E\times\boldsymbol\epsilon$. Since $(\mathbf b\cdot\boldsymbol\sigma)^2=b^2$, the strength summed over final spin is
\begin{equation}
\tfrac12\mathrm{Tr}\,\mathcal A^\dagger\mathcal A
=\tfrac12\mathrm{Tr}\,(a-i\mathbf b\cdot\boldsymbol\sigma)(a+i\mathbf b\cdot\boldsymbol\sigma)=a^2+b^2 .
\end{equation}
The two parts do not interfere in this average.

\section{Removing the spin-orbit interaction}

\textbf{Q.} Now show that $\beta$ vanishes when the $p$ levels are not split.

\textbf{A.} The condition has to be stated more carefully. If the $p$ states have no spin-orbit interaction, both their energies and their radial functions are independent of $j$. Then $R_{1/2}(W)=R_{3/2}(W)=R(W)$ at each of the two energies, and (\ref{eq:beta}) gives
\begin{equation}
\beta=0,\qquad \alpha=-\tfrac13\left[R(E_i)+R(E_f)\right].
\end{equation}
The reason is visible in the projectors: with equal weights, $P_{1/2}+P_{3/2}=1$ and $\mathbf L\cdot\boldsymbol\sigma$ cancels. Spin is then a spectator. Equal energies alone do not ensure this, because the radial integrals may still depend on $j$.

\textbf{Q.} Does $\beta=0$ conversely prove that there is no spin-orbit interaction?

\textbf{A.} No, since the differences at $E_i$ and $E_f$ can cancel. The case $f=i$ shows it. There $E_i=E_f$, and (\ref{eq:beta}) vanishes for any spin-orbit strength. The scalar part becomes the static dipole polarizability of the level; without spin-orbit interaction it is
\begin{equation}
\alpha=-\tfrac23R(E_i)=\tfrac23\sum_k\frac{|\langle kp|r|i\rangle|^2}{E_k-E_i},
\end{equation}
which is positive when all $p$ levels lie above $i$.

\textbf{Q.} How does $\beta$ grow when a weak spin-orbit interaction is switched on?

\textbf{A.} Let $h_j=h+\xi(r)\,\mathbf L\cdot\mathbf S$. The eigenvalues of $\mathbf L\cdot\mathbf S$ are $-1$ and $1/2$, so $h_{1/2}-h_{3/2}=-\tfrac32\xi$. For the resolvents,
\begin{align}
G_{1/2}-G_{3/2}&=G_{1/2}\left[(W-h_{3/2})-(W-h_{1/2})\right]G_{3/2}\nonumber\\
&=-\tfrac32\,G_{1/2}\,\xi\,G_{3/2}.
\end{align}
To first order both resolvents on the right may be replaced by the spin-free $G$. With $M(W)=\langle f|r\,G(W)\,\xi\,G(W)\,r|i\rangle$,
\begin{equation}
\beta=-\tfrac16\left[M(E_i)-M(E_f)\right].
\label{eq:first}
\end{equation}
The individual changes are $\delta R_{1/2}=-M$ and $\delta R_{3/2}=M/2$. In $\alpha$ they enter as $\delta R_{1/2}+2\delta R_{3/2}=0$, so $\alpha$ has no first-order change.

\textbf{Q.} Can the effect of the splittings be separated from that of the radial functions?

\textbf{A.} Yes, at this order. Let $f_k=\langle f|r|k\rangle$ and $i_k=\langle k|r|i\rangle$ for the spin-free $p$ states. Then
\begin{equation}
M(W)=\sum_{kl}\frac{f_k\,\xi_{kl}\,i_l}{(W-E_k)(W-E_l)} .
\end{equation}
For a coupling $\lambda\xi$, the energy shift $\lambda\xi_{kk}$ changes $f_ki_k/(W-E_k)$ by $\lambda f_ki_k\xi_{kk}/(W-E_k)^2$. This is the diagonal part. The admixture of $l$ into $k$ has coefficient $\lambda\xi_{lk}/(E_k-E_l)$. Together with the reverse admixture, it multiplies $f_l\,i_k$ by
\begin{equation}
\frac{\lambda\xi_{lk}}{E_k-E_l}\left[\frac1{W-E_k}-\frac1{W-E_l}\right]
=\frac{\lambda\xi_{lk}}{(W-E_k)(W-E_l)} ,
\end{equation}
which is the off-diagonal part.

\section{Lithium, 2s to 3s}

\textbf{Q.} Are the changes of the radial functions more than a small correction in a real atom?

\textbf{A.} In the following model of Li they dominate. The valence electron moves in the frozen Hartree--Fock field of the $1s^2$ core. The radial equations are diagonalized in 30 Laguerre functions for each $l$, which also represent the continuum by discrete states. The spin-orbit function is
\begin{equation}
\xi(r)=\frac{\alpha_{\rm fs}^2}{2r}\frac{dV}{dr},
\end{equation}
where $\alpha_{\rm fs}$ is the fine-structure constant and $V$ contains the nuclear attraction and the direct core repulsion. Because $\xi$ is singular at the nucleus, it is used to first order. Core polarization, valence-core correlation, all two-body spin-orbit terms beyond this direct repulsion (exchange among them), and other relativistic corrections are left out.

The energies of $2s$, $2p$, $3s$ and $3p$ are $-0.19630$, $-0.12864$, $-0.07380$ and $-0.05677$ hartree. With radial functions positive near the nucleus, the integrals in bohr are
\begin{align}
i_{2p}&=-4.121,& f_{2p}&=3.046,\nonumber\\
i_{3p}&=0.190,& f_{3p}&=-10.414 .
\end{align}
The $2p$ part of $\alpha$ is
\begin{equation}
-\tfrac13(-4.121)(3.046)\left[\frac1{-0.06767}+\frac1{0.05484}\right]=14.5 .
\end{equation}
The $3p$ part, found in the same way, is $-43.5$, and all other $p$ states add $2.5$. Thus $\alpha=-26.6$ atomic units, or $-3.94$~\AA$^3$. The $3p$ state counts heavily because it lies only $0.0170$ hartree above $3s$. This $\alpha$ is the value of the frozen-core model, not of real lithium. It is a sum of opposing terms and depends on the small integral $i_{3p}$. A core-polarization potential fitted to the measured $2s$ and $2p$ energies, with the matching correction of the dipole operator, raises $i_{3p}$ to about $0.22$ and moves $\alpha$ to about $-36$.

Equation (\ref{eq:first}) gives $\beta=-0.0126$ atomic units, or $-1.9\times10^{-3}$~\AA$^3$. The energy splittings contribute $-0.0013$ and the changes of the radial functions $-0.0113$, about nine tenths of the total.

\textbf{Q.} Why is the splitting part so small?

\textbf{A.} The energy factors and dipole integrals explain much of it. For the $2p$ splitting, (\ref{eq:first}) multiplies $\xi_{2p,2p}$ by
\begin{equation}
-\tfrac16(3.046)(-4.121)\left[\frac1{(0.06767)^2}-\frac1{(0.05484)^2}\right]\simeq-2.4\times10^2 .
\end{equation}
The two squares partly cancel. This splitting supplies only $-0.0005$ of the $-0.0013$; nearly all the rest comes from the $3p$ splitting. For the $3p$ splitting the factor of $\xi_{3p,3p}$ is
\begin{equation}
-\tfrac16(-10.414)(0.190)\left[\frac1{(0.13953)^2}-\frac1{(0.01703)^2}\right]\simeq-1.1\times10^3 .
\end{equation}
Here the squares hardly cancel, but the integral $i_{3p}$ is small. For the mixed term with $3p$ on the final side and $2p$ on the initial side, the factor of $\xi_{3p,2p}$ is
\begin{align}
-\tfrac16(-10.414)(-4.121)\biggl[&\frac1{(-0.13953)(-0.06767)}\nonumber\\
&-\frac1{(-0.01703)(0.05484)}\biggr]\simeq-8.4\times10^3 .
\end{align}
Here the terms add, since $3s$ lies between $2p$ and $3p$, and both dipole integrals are large. This factor is about 35 times that of the $2p$ splitting and between 7 and 8 times that of the $3p$ splitting. With $\xi_{3p,2p}=1.18\times10^{-6}$ hartree in this model, this one term supplies about $-0.0099$ of the radial-function part of $-0.0113$.

\textbf{Q.} How far should I trust $\beta$ itself?

\textbf{A.} Only as the value for this model. For real lithium it is probably too large in magnitude by a factor of two or more. The model has $\xi_{2p,2p}=2.18\times10^{-6}$ hartree, hence a $2p$ splitting of $\tfrac32\xi_{2p,2p}=3.3\times10^{-6}$ hartree. The measured splitting is roughly $1.5\times10^{-6}$ hartree, about half as large. The omitted two-body spin-orbit terms are large. Adding the exchange terms of the Breit--Pauli mean field of the core lowers the $2p$ splitting to $1.1\times10^{-6}$ hartree, now below the measured value, and lowers $\beta$ to $-0.0037$. The radial-function part remains about nine tenths of the total. Since $\beta$ is linear in the spin-orbit operator at this order, an error in that operator passes directly into $\beta$, and not necessarily by the same factor as in the $2p$ splitting.

In a field of $10$~kV/cm, or $1.945\times10^{-6}$ atomic units, the amplitude for parallel polarization is $\alpha E=-5.17\times10^{-5}$ atomic units. For perpendicular polarization its scale is $\beta E=-2.4\times10^{-8}$. Both amplitudes are model values. The ratio of strengths is $(\beta/\alpha)^2\simeq2.2\times10^{-7}$ within the model, and about $2\times10^{-8}$ when the exchange spin-orbit terms are included. The largest mixing considered, $3s$ with $3p$, is
\begin{equation}
\frac{10.414}{\sqrt3}\,\frac{1.945\times10^{-6}}{0.01703}\simeq7\times10^{-4},
\end{equation}
so the mixing with the $p$ states is small at this field. The factor $1/\sqrt3$ is the angular matrix element along the field.

\section{Unsplit levels with a nonzero beta}

\textbf{Q.} You said that equal $p$ energies do not suffice. Can you produce a case?

\textbf{A.} Keep the Li $p_{3/2}$ states as they are. For $p_{1/2}$ keep every energy, but rotate the two lowest radial states by $\theta=0.10$ rad:
\begin{align}
|2p'\rangle&=\cos\theta\,|2p\rangle+\sin\theta\,|3p\rangle,\\
|3p'\rangle&=-\sin\theta\,|2p\rangle+\cos\theta\,|3p\rangle .
\end{align}
This is an artificial, nonlocal spin-dependent interaction, not a model of Li. It splits no level. The product $f_{2p}i_{2p}$ changes from $-12.55$ to $-8.13$, an increase of $4.43$. The $3p$ product falls by the same amount, because a rotation preserves the sum of the products. Equation (\ref{eq:beta}) then gives
\begin{align}
\beta=\frac{4.43}{9}\biggl[&\frac1{-0.06767}-\frac1{-0.13953}\nonumber\\
&-\frac1{0.05484}+\frac1{-0.01703}\biggr]\simeq-41.6
\end{align}
atomic units. The vector amplitude is thus large with no splitting at all. What removes it in general is the absence of any $j$ dependence in the $p$ Hamiltonian, and the absence of spin-orbit interaction provides that.

Numbers in the example were calculated in double precision.
